# Maximum Joule Heating at an Insulated Hemispherical Contact: Two Derivations, part 2

In a phase-change memory cell, a steady current $I$ enters a chalcogenide half-space through a small contact and heats it. The question is how hot the material becomes. It has resistivity $\rho$ and thermal conductivity $\kappa$, both constant at first. The temperature rise above the far value $T_0$ is $\theta$, the current density is $\mathbf J$, and the potential $\phi$ is $V$ on the contact and zero far away. Neither current nor heat crosses the flat surface outside the contact. Numerical values are put in SI units.

For a hemispherical contact of radius $a$, with $r$ the distance from its centre, $V=\rho I/(2\pi a)$ and the power in the material is $P=VI$. If no heat crosses the contact, a heat balance on hemispherical shells gives $\theta=\Theta(2a/r-a^2/r^2)$, with

$$\Theta\equiv\theta_{\max}=\frac{\rho I^2}{8\pi^2\kappa a^2}.\tag{1}$$

If the contact instead has a uniform rise $t\Theta$, the heat entering the material through it is

$$H=G_s\Theta(t-1),\qquad G_s=2\pi\kappa a.\tag{10}$$

Here $G_s\Theta=P/2$, and for $t>1$ the contact is the hottest place.

A second derivation relates temperature to potential for an insulated contact of any shape. The steady heat equation

$$\kappa\nabla^2\theta=-\frac{|\nabla\phi|^2}{\rho}\tag{15}$$

and the boundary conditions have the unique solution

$$\theta=\frac{1}{\rho\kappa}\left(V\phi-\frac{\phi^2}{2}\right),\tag{16}$$

whose gradient is

$$\nabla\theta=\frac{V-\phi}{\rho\kappa}\,\nabla\phi.\tag{17}$$

The example has $a=20$ nm, $I=0.30$ mA, $\rho=10$ mΩ cm, $\kappa=0.5$ W/(m K) and $T_0=300$ K, so $V=0.239$ V and $\Theta\approx570$ K. A rise of 600 K, to a rough melting point of 900 K, needs 0.308 mA. The shell balance was also applied to Peltier heat at the contact, to a nearby cold electrode, and to a metal heater rod that ends in an isothermal hemispherical cap and loses no heat through its side. The rod lowers the maximum rise in the material to 327 K.

### The maximum and its meaning

Completing the square in (16) gives

$$\theta=\frac{V^2-(V-\phi)^2}{2\rho\kappa}.\tag{18}$$

The largest value is reached where $\phi=V$, that is, on the contact:

$$\theta_{\max}=\frac{V^2}{2\rho\kappa}.\tag{19}$$

Inserting the hemisphere's voltage,

$$\theta_{\max}=\frac{1}{2\rho\kappa}\left(\frac{\rho I}{2\pi a}\right)^2=\frac{\rho I^2}{8\pi^2\kappa a^2},$$

which is the result of the shell balance. The whole profile agrees too. The hemisphere's potential is $\phi=Va/r$, and (16) becomes $(V^2/2\rho\kappa)(2a/r-a^2/r^2)$. With the rounded voltage of the example, (19) gives $0.239^2/(2\times10^{-4}\times0.5)\approx571$ K; the difference from 570 K comes from rounding $V$.

The sign of $V$ does not matter in (19). Reversing the current leaves the temperature unchanged, as it must when thermoelectric effects are left out.

Equation (17) also shows how the heat travels. The heat flux is

$$-\kappa\nabla\theta=-\frac{V-\phi}{\rho}\nabla\phi=(V-\phi)\,\mathbf J.\tag{20}$$

It is parallel to the current density. Follow a thin tube of current from the contact. The Joule heat made in the tube, up to a given point, is its current times the voltage already dropped, $V-\phi$. By (20), this is the heat that flows along the tube at that point. Heat therefore does not pass sideways from one current tube to another. For the hemisphere, this is the same statement as the shell balance, where all the heat made inside radius $r$ crosses the hemisphere of that radius.

### A flat disc

Since (19) holds for an insulated equipotential contact of any shape, another shape needs just its voltage. A heater with a flat round end makes a disc-shaped contact. Consider a disc of radius $a$ on the flat surface.

A small current $dI$ entering at a point of the insulated surface spreads over hemispheres, so at distance $d$ its potential is $\rho\,dI/(2\pi d)$. Let the current density through the disc, at distance $s$ from its centre, be

$$J_z(s)=\frac{I}{2\pi a\sqrt{a^2-s^2}}.\tag{21}$$

The total is right: $\int_0^aJ_z\,2\pi s\,ds=(I/a)\left[-\sqrt{a^2-s^2}\right]_0^a=I$.

To find the potential at a point of the disc, use polar coordinates centred on that point, with area element $d\,\mathrm{d}d\,\mathrm{d}\psi$. The factor $d$ cancels the $1/d$ of the potential. What remains is an integral of $J_z$ along straight lines through the point. Joining opposite directions, each line is a full chord, and $\psi$ runs from 0 to $\pi$. Let the chord lie at distance $h$ from the centre of the disc, let $v$ be the position along it measured from its midpoint, and let $c=\sqrt{a^2-h^2}$ be its half-length. Then $s^2=h^2+v^2$, so $a^2-s^2=c^2-v^2$, and

$$\int_{-c}^{c}\frac{dv}{\sqrt{c^2-v^2}}=\pi.$$

This value is the same for every chord. The disc is therefore an equipotential, as required, with

$$V=\frac{\rho}{2\pi}\int_0^\pi\frac{I}{2\pi a}\,\pi\,d\psi=\frac{\rho I}{4a}.\tag{22}$$

Equation (19) then gives

$$\theta_{\max}^{\rm disc}=\frac{1}{2\rho\kappa}\frac{\rho^2I^2}{16a^2}=\frac{\rho I^2}{32\kappa a^2}=\frac{\pi^2}{4}\,\Theta.\tag{23}$$

At equal current and equal radius, the disc's rise is 2.47 times that of the hemisphere. By (19), this comes entirely from the disc's voltage, which is $\pi/2$ times that of the hemisphere. In the example, (23) gives 1406 K, which again lies beyond the range of a solid-state model. A more useful reading is that, at equal radius and equal rise, the disc needs $2/\pi\approx0.64$ of the hemisphere's current. At equal voltage the two shapes have the same maximum rise.

### Resistivity that depends on temperature

The heat flux (20) also points the way when $\rho$ and $\kappa$ depend on temperature. Let $u=V-\phi$ be the voltage dropped since the contact, so the electric field is $\nabla u$ and $\mathbf J=\nabla u/\rho$. The flux $u\mathbf J$ has divergence $\mathbf J\cdot\nabla u$, since $\nabla\cdot\mathbf J=0$. That is the local Joule heat. The flux also vanishes on the contact, where $u=0$, and does not cross the flat surface. A steady solution follows if Fourier's law can reproduce it:

$$-\kappa\nabla\theta=u\,\frac{\nabla u}{\rho}\quad\Longrightarrow\quad\rho\kappa\,\nabla\theta=-\nabla\frac{u^2}{2}.$$

This is satisfied when $\theta$ is a function of $u$ alone. Integrating from the contact to the far region, where $u=V$ and $\theta=0$,

$$\int_0^{\theta_{\max}}\rho(\theta)\,\kappa(\theta)\,d\theta=\frac{V^2}{2}.\tag{24}$$

For constant properties this is (19).

At fixed current, the voltage itself changes with the resistivity. Define $w$ by $dw=du/\rho$, with $w=0$ on the contact. Then $\mathbf J=\nabla w$. For the hemisphere $J=I/(2\pi r^2)$ still holds, by current conservation, and so $w=(I/2\pi)(1/a-1/r)$. It runs from zero to $W=I/(2\pi a)$. The relations $\rho\kappa\,d\theta=-u\,du$ and $du=\rho\,dw$ give $\kappa\,d\theta/dw=-u$. For constant $\kappa$, one more derivative gives

$$\kappa\frac{d^2\theta}{dw^2}=-\rho(\theta),\qquad \theta'(0)=0,\quad\theta(W)=0.\tag{25}$$

The spherical problem has become that of a flat slab, insulated on one side and cold on the other. With constant $\rho$, two integrations give $\theta(0)=\rho W^2/(2\kappa)=\Theta$.

Now let the resistivity fall linearly, as $\rho(1-\gamma\theta)$, where $\rho$ is the value at $T_0$. With $k^2=\rho\gamma/\kappa$, (25) reads $\theta''=-k^2(1/\gamma-\theta)$. The function $\theta=1/\gamma-C\cosh(kw)$ satisfies it, because $\theta''=-k^2C\cosh(kw)$, and its slope is zero at $w=0$. The condition at $W$ gives $C=1/(\gamma\cosh kW)$. Since $k^2W^2=\rho\gamma I^2/(4\pi^2a^2\kappa)=2\gamma\Theta$,

$$\theta(0)=\frac1\gamma\left[1-\frac{1}{\cosh\sqrt{2\gamma\Theta}}\right].\tag{26}$$

For small $\gamma\Theta$, $1/\cosh y\approx1-y^2/2$ returns $\Theta$. If the resistivity halves over 600 K, then $1/\gamma=1200$ K and $\sqrt{2\gamma\Theta}\approx0.975$. With constant $\kappa$, the rise is 407 K at the same current, instead of 570 K. If the carriers conduct part of the heat, $\kappa$ grows as the material heats and its resistivity falls, and the rise is lower still. The constant $\rho$ in (1) must therefore represent the hot region; a value measured at room temperature overstates the rise when the resistivity falls on heating.

### What each derivation assumes

Both derivations assume a steady state, local Ohm and Fourier laws, and no thermoelectric heat in the material. They differ in what else they need.

The shell balance needs hemispherical symmetry. In return, it allows heat to enter or leave through the contact, whatever the cause. That is how the heater rod and the Peltier heat were included.

The potential relation needs no symmetry, but it needs matching boundaries: a surface that blocks current must block heat, and the far electrode must be at one potential and one temperature. In the form (16), it also needs an insulated contact. If the contact instead has a uniform rise $\theta_c$, the function

$$\theta=\theta_c\frac{\phi}{V}+\frac{\phi(V-\phi)}{2\rho\kappa}$$

satisfies (15), since $\phi$ is harmonic, and it has the right values on the contact and far away. For the hemisphere, with $\theta_c=t\Theta$, it gives $\Theta[(1+t)x-x^2]$ with $x=a/r$, as the shell balance does. A contact that is partly insulated and partly cold fits neither form.

### How long the steady state takes

A cell is driven by pulses, so the common assumption of a steady state needs its own estimate. From here on, $t$ is the time and no longer the temperature ratio of the contact. Let the current start at $t=0$, and let $D=\kappa/C_v$ be the thermal diffusivity, with $C_v$ the heat capacity per volume. The missing rise $m$, the steady rise minus the actual one, obeys the diffusion equation without a source and starts as the steady profile. At late times, $\sqrt{Dt}\gg a$, its slowly falling part $2a\Theta/r$ dominates.

The product $f=rm$ obeys the one-dimensional equation $\partial f/\partial t=D\,\partial^2f/\partial r^2$ and starts as the constant $2a\Theta$. Insulation, $\partial m/\partial r=0$ at $r=a$, means $f(a)=a\,\partial f/\partial r$. This is smaller than the starting value by a factor of order $a/\sqrt{Dt}$, so to leading order $f$ vanishes at the origin. Setting $f=g(y)$ with $y=r/\sqrt{4Dt}$ turns the equation into $g''=-2yg'$, so $g'\propto e^{-y^2}$ and $f=2a\Theta\,\mathrm{erf}(y)$. Its slope near the origin is $2a\Theta/\sqrt{\pi Dt}$. Since $m(a)=f(a)/a$ equals this slope,

$$\frac{m(a)}{\Theta}\approx\frac{2a}{\sqrt{\pi Dt}}.\tag{27}$$

For $C_v=1.3$ J/(cm³ K), $a^2/D=1.04$ ns. After 50 ns, (27) gives 16.3%. A numerical solution on a chain of shells gives 15.2%. The approach is slow because the distant material must warm up too.

### The model beside a real cell

The values used here are rough ones for cubic Ge-Sb-Te, whose resistivity depends strongly on how it was annealed. A current of a few tenths of a milliampere is of the right order for a contact of this size. The ideal formula should still not be read as a prediction for a complete cell. Real contacts break the assumption of insulation: the heater considered above lowers the maximum rise from 570 to 327 K. In that model every heat source grows as $I^2$, so a rise of 600 K would need $0.30\sqrt{600/327}\approx0.41$ mA instead of 0.308 mA. The flat surface is not insulating either. It borders a dielectric, and one such as silica, which conducts heat better than the chalcogenide, can by itself lower the ideal rise by about as much as the heater does. Take a silica conductivity of 1.4 W/(m K) and a boundary resistance between 0 and $3\times10^{-8}$ m² K/W at the flat surface. The axisymmetric heat equation then gives a maximum rise of about 330 to 370 K if no heat crosses any part of the contact, and about 250 to 320 K if the cap is isothermal with no net heat exchange. It also draws heat from the side of the heater, which the rod model leaves out. Peltier heat, a nearby cold electrode, falling resistivity and the flat shape each change the rise by tens of per cent or more. They act together in a device, and their separate factors should not simply be multiplied. An electrical contact resistance, also left out, acts in the opposite direction to the heat losses. A specific resistance $\rho_c$ adds $R_c=\rho_c/(2\pi a^2)$ and releases $I^2R_c$ at the contact. For an illustrative $\rho_c=10^{-8}$ Ω cm², $R_c\approx400$ Ω, half the spreading resistance $V/I\approx800$ Ω. Equation (10) with $H=I^2R_c=P/2$ then gives $t=2$, so the ideal rise doubles. Once melting begins, latent heat and the properties of the liquid enter, and these are outside the model.

The scattering lengths behind the local laws are less of a concern at this size. If the whole conductivity is assigned to phonons, $\kappa=C_vv\ell/3$ with a rough sound speed $v=2$ km/s gives a mean free path $\ell=0.58$ nm. For carriers of density $n$, the Drude conductivity with Fermi momentum $\hbar k_F$ gives $\ell=\hbar k_F/(ne^2\rho)$, where $k_F=(3\pi^2n)^{1/3}$. With $n=10^{20}$ cm⁻³ this is 0.59 nm. That is shorter than $1/k_F\approx0.70$ nm, so the picture of free flight between collisions no longer holds, and the carriers in the hot region need not be degenerate either. The number shows only that the carriers scatter within a very short distance. Both lengths are about 3% of the contact radius. They do not show how far carriers travel before they pass their energy to the lattice. Local Joule heating requires that distance, too, to be small compared with $a$, and it is not estimated here.

## Computed results

```
INPUTS (rough values)
contact radius: 20 nm
current: 0.30 mA
resistivity: 10 mOhm cm
thermal conductivity: 0.5 W/(m K)
far temperature: 300 K; melting point: 900 K
IDEAL INSULATED HEMISPHERE
voltage, contact to far region: 0.239 V
Joule power in half-space: 71.6 uW
current density at contact: 11.9 MA/cm2
field at contact: 0.119 MV/cm
maximum rise, formula: 569.9 K
maximum rise, shell chain: 569.8 K
k_B times maximum rise: 0.0491 eV
contact temperature: 869.9 K
radius where rise is halved: 68.3 nm
current that reaches melting: 0.308 mA
maximum rise with cold contact: 142.5 K
its radius: 39.9 nm
NEGLECTED EFFECTS, ONE AT A TIME
heater rod length: 100 nm
rod thermal conductivity: 10 W/(m K)
rod resistivity: 0.3 mOhm cm
boundary resistance: 1.0e-08 m2 K/W
spreading thermal conductance: 62.8 nW/K
rod plus boundary conductance: 83.8 nW/K
rod Joule power: 21.5 uW
contact rise with rod: 293.1 K
maximum material rise with rod: 326.7 K
Seebeck difference: 100 uV/K
Peltier heating, contact rise: 1365 K
Peltier cooling, contact rise: 289 K
Peltier cooling, maximum rise: 323 K
cold sink radius: 100 nm
maximum rise with this sink: 364.8 K
resistivity slope gamma: 8.333e-04 1/K
maximum rise, falling resistivity: 407.3 K
maximum rise, flat disc of same radius: 1406 K
disc-to-hemisphere rise ratio: 2.467
heat capacity: 1.3 J/(cm3 K)
diffusion time a^2/D: 1.04 ns
pulse length: 50 ns
missing rise at pulse end, chain: 15.2 %
missing rise, late-time law: 16.3 %
carrier density: 1.0e+20 1/cm3
carrier mean free path: 0.59 nm
sound speed: 2.0 km/s
phonon mean free path: 0.58 nm
```
